# The McKean–Singer formula and the flux index on a torus: a numerical check

```python
"""
Result under test: on a flat torus with magnetic flux 2*pi*N the supertrace
    Tr exp(-t H_plus) - Tr exp(-t H_minus) = N   for every t > 0,
where D = sigma_1 pi_1 + sigma_2 pi_2, D^2 = pi^2 - B sigma_3,
H_plus = pi^2 - B and H_minus = pi^2 + B are its two chiral blocks.
Symbols: L1, L2 periods; B0 = 2 pi N/(L1 L2) mean field; A = (0, B0 x) + a;
a = (-d_y phi, d_x phi) periodic; pi_j = -i d_j - A_j; b = Laplacian of phi.
Boundary: psi(x+L1,y) = exp(i B0 L1 y) psi(x,y), psi(x,y+L2) = psi(x,y).
Units: hbar = c = 1, charge absorbed in A, arbitrary unit of length.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh, eigvalsh

L1, L2, N = 3.0, 2.0, 3
K1, K2 = 2*np.pi/L1, 2*np.pi/L2
C1, C2 = 0.4, 0.2
B0 = 2*np.pi*N/(L1*L2)


def phi(x, y, lib=np):
    return C1*lib.cos(K1*x) + C2*lib.cos(K1*x + K2*y)


def potential(x, y, lib=np):
    """Periodic part a = (-d_y phi, d_x phi)."""
    s = lib.sin(K1*x + K2*y)
    return C2*K2*s, -C1*K1*lib.sin(K1*x) - C2*K1*s


def field_variation(x, y):
    return (-C1*K1**2*np.cos(K1*x)
            - C2*(K1**2 + K2**2)*np.cos(K1*x + K2*y))


# ---- the square of the Dirac operator, for arbitrary potentials ----
X, Y = sp.symbols("x y", real=True)
A1, A2, up, down = [sp.Function(n)(X, Y) for n in ("A1", "A2", "u", "v")]


def cov1(f):
    return sp.diff(f, X) - sp.I*A1*f


def cov2(f):
    return sp.diff(f, Y) - sp.I*A2*f


def dirac(spinor):
    u, v = spinor
    return (-sp.I*(cov1(v) - sp.I*cov2(v)), -sp.I*(cov1(u) + sp.I*cov2(u)))


curl = sp.diff(A2, X) - sp.diff(A1, Y)
squared = dirac(dirac((up, down)))
for got, f, chirality in zip(squared, (up, down), (1, -1)):
    expected = -cov1(cov1(f)) - cov2(cov2(f)) - chirality*curl*f
    assert sp.expand((got - expected).doit()) == 0

# ---- Landau functions on a grid, and Galerkin matrices ----
LEVELS, NX, NY = 140, 48, 32
xs, ys = np.arange(NX)*L1/NX, np.arange(NY)*L2/NY
gx, gy = [g.ravel() for g in np.meshgrid(xs, ys, indexing="ij")]
cell = L1*L2/(NX*NY)
landau = np.zeros((LEVELS + 1, N, NX*NY), complex)
for j in range(N):
    k = j + N*np.arange(-6, 7)
    u = np.sqrt(B0)*(xs[None, :] - k[:, None]*L1/N)
    h = np.zeros((LEVELS + 1,) + u.shape)
    h[0] = np.pi**-0.25*np.exp(-u**2/2)
    h[1] = np.sqrt(2)*u*h[0]
    for n in range(1, LEVELS):
        h[n+1] = np.sqrt(2/(n+1))*u*h[n] - np.sqrt(n/(n+1))*h[n-1]
    wave = np.exp(1j*K2*k[:, None]*ys[None, :])
    sums = np.einsum("nmx,my->nxy", h, wave, optimize=True)
    landau[:, j] = (B0**0.25/np.sqrt(L2)*sums).reshape(LEVELS + 1, -1)

n = np.arange(LEVELS)[:, None, None]
lower = np.zeros((LEVELS, N, NX*NY), complex)
lower[1:] = landau[:LEVELS-1]
lower *= np.sqrt(n/2)
raised = np.sqrt((n+1)/2)*landau[1:]
a1, a2 = potential(gx, gy)
basis = landau[:LEVELS]
pi1 = (-1j*np.sqrt(B0)*(lower - raised) - a1*basis).reshape(LEVELS*N, -1)
pi2 = (-np.sqrt(B0)*(lower + raised) - a2*basis).reshape(LEVELS*N, -1)
basis = basis.reshape(LEVELS*N, -1)
overlap = basis.conj() @ basis.T*cell
assert np.max(abs(overlap - np.eye(LEVELS*N))) < 1e-9
field = B0 + field_variation(gx, gy)
field_matrix = (basis.conj()*field) @ basis.T*cell
kinetic = (pi1.conj() @ pi1.T + pi2.conj() @ pi2.T)*cell
e_plus, v_plus = eigh(kinetic - field_matrix)
e_minus = eigvalsh(kinetic + field_matrix)
e_mid, v_mid = eigh(kinetic)

print("torus periods L1, L2 [length]:", L1, L2, " flux number N:", N)
print(f"mean field B0 [1/length^2]: {B0:.6f}")
print(f"smallest, largest B on grid [1/length^2]: "
      f"{field.min():.4f}, {field.max():.4f}")
print(f"flux integral / (2 pi): {field.sum()*cell/(2*np.pi):.8f}")
print("Landau levels kept:", LEVELS, " functions:", LEVELS*N)

# ---- zero modes and pairing of the positive spectrum ----
assert np.max(abs(e_plus[:N])) < 1e-8
assert e_plus[N] > 0.1 and e_minus[0] > 0.1
assert np.allclose(e_plus[N:N+12], e_minus[:12], rtol=1e-7, atol=1e-8)
print(f"largest |eigenvalue| of the {N} zero modes [1/length^2]: "
      f"{np.max(abs(e_plus[:N])):.1e}")
print("next eigenvalues of H_plus [1/length^2]:",
      " ".join(f"{e:.6f}" for e in e_plus[N:N+4]))
print("first eigenvalues of H_minus [1/length^2]:",
      " ".join(f"{e:.6f}" for e in e_minus[:4]))

# ---- supertrace at several t, and the leading small-t estimate ----
mid_field = np.real(np.sum(v_mid.conj()*(field_matrix @ v_mid), axis=0))
uniform_energy = np.repeat(B0*(2*np.arange(LEVELS) + 1), N)
diag_field = np.real(np.diag(field_matrix))
errors = []
print("t [length^2], Tr exp(-tH_plus), Tr exp(-tH_minus), supertrace:")
rows = []
for t in (1.0, 0.2, 0.05, 0.02):
    plus, minus = np.exp(-t*e_plus).sum(), np.exp(-t*e_minus).sum()
    # the shortest time feels the finite number of Landau levels most
    assert abs(plus - minus - N) < (1e-3 if t < 0.03 else 1e-5)
    print(f"  {t:.2f}  {plus:.6f}  {minus:.6f}  {plus-minus:.6f}")
    estimate = 2*t*np.sum(mid_field*np.exp(-t*e_mid))
    uniform = 2*t*np.sum(diag_field*np.exp(-t*uniform_energy))
    assert abs(uniform - N*B0*t/np.sinh(B0*t)) < 1e-3
    errors.append(abs(estimate - N))
    rows.append((t, estimate, uniform))
assert all(p > q for p, q in zip(errors, errors[1:])) and errors[-1] < 0.02
print("t [length^2], 2t Tr(B exp(-t pi^2)), 2t Tr(B exp(-t pi_0^2)):")
for row in rows:
    print("  %.2f  %.6f  %.6f" % row)

# ---- supertrace as an integral over the interpolation H_s = pi^2 - s B ----
t = 0.2
integral = 0.0
for s, weight in zip(*np.polynomial.legendre.leggauss(8)):
    e, v = eigh(kinetic - s*field_matrix)
    mean = np.real(np.sum(v.conj()*(field_matrix @ v), axis=0))
    integral += weight*t*np.sum(mean*np.exp(-t*e))
assert abs(integral - N) < 1e-5
print(f"integral over s at t = {t} length^2: {integral:.6f}")


# ---- theta-function zero modes ----
def theta_mode(j, x, y):
    z = mp.mpc(x, y)
    q = mp.exp(-mp.pi*N*L1/L2)
    w = 1j*mp.pi*(j*L1/L2 - N*z/L2)
    front = -B0*x**2/2 - phi(x, y, mp) - mp.pi*j**2*L1/(N*L2)
    return mp.exp(front + 2*mp.pi*j*z/L2)*mp.jtheta(3, w, q)


worst_equation = worst_boundary = 0.0
with mp.workdps(30):
    step = mp.mpf("1e-6")
    for j in range(N):
        for x, y in ((0.3, 0.4), (1.1, 1.7), (2.2, 0.9)):
            x, y = mp.mpf(x), mp.mpf(y)
            value = theta_mode(j, x, y)
            dx = (theta_mode(j, x+step, y) - theta_mode(j, x-step, y))/(2*step)
            dy = (theta_mode(j, x, y+step) - theta_mode(j, x, y-step))/(2*step)
            p1, p2 = potential(x, y, mp)
            residual = dx + 1j*dy + (B0*x + p2 - 1j*p1)*value
            jump = (theta_mode(j, x+L1, y)
                    - mp.exp(1j*B0*L1*y)*value)
            period = theta_mode(j, x, y+L2) - value
            worst_equation = max(worst_equation, float(abs(residual)))
            worst_boundary = max(worst_boundary, float(abs(jump)),
                                 float(abs(period)))
assert worst_equation < 1e-7 and worst_boundary < 1e-10
modes = np.array([[complex(theta_mode(j, float(x), float(y)))
                   for x, y in zip(gx, gy)] for j in range(N)])
modes /= np.sqrt(np.sum(abs(modes)**2, axis=1)*cell)[:, None]
gram_values = eigvalsh(modes.conj() @ modes.T*cell)
assert gram_values[0] > 1e-3
null_functions = v_plus[:, :N].T @ basis
inside = np.sum(abs(null_functions.conj() @ modes.T*cell)**2, axis=0)
assert np.min(inside) > 1 - 1e-8
print(f"theta modes: worst residual of equation: {worst_equation:.1e}")
print(f"theta modes: worst boundary mismatch: {worst_boundary:.1e}")
print("eigenvalues of their normalized overlap matrix:",
      " ".join(f"{g:.6f}" for g in gram_values))
print(f"smallest weight in numerical null space: {np.min(inside):.10f}")


# ---- independent lattice calculation without Landau functions ----
def lattice_blocks(flux, nx, modulation):
    """Covariant second differences on a square mesh; returns pi^2 and B."""
    step = L1/nx
    ny = int(round(L2/step))
    mean = 2*np.pi*flux/(L1*L2)
    matrix = np.zeros((nx*ny, nx*ny), complex)
    local = np.zeros(nx*ny)
    for i in range(nx):
        for m in range(ny):
            x, y, site = i*step, m*step, i*ny + m
            matrix[site, site] += 4/step**2
            local[site] = mean + modulation*field_variation(x, y)
            ax = modulation*potential(x + step/2, y)[0]
            ay = mean*x + modulation*potential(x, y + step/2)[1]
            link_x = np.exp(-1j*step*ax)
            if i == nx - 1:
                link_x *= np.exp(1j*mean*L1*y)
            right, above = ((i+1) % nx)*ny + m, i*ny + (m+1) % ny
            for other, link in ((right, link_x), (above, np.exp(-1j*step*ay))):
                matrix[site, other] -= link/step**2
                matrix[other, site] -= np.conj(link)/step**2
    return matrix, local


meshes = (24, 36)
uniform_matrix, _ = lattice_blocks(N, meshes[1], 0.0)
ratios = eigvalsh(uniform_matrix)[:2*N]/B0
assert np.allclose(ratios, [1]*N + [3]*N, rtol=0.04)
print("lattice, uniform field: lowest eigenvalues / B0:",
      " ".join(f"{r:.4f}" for r in ratios))
print(f"lattice supertrace at t = {t} length^2 "
      f"(mesh L1/{meshes[0]}, L1/{meshes[1]}, extrapolated):")
for flux in (3, 0, -2):
    values = []
    for nx in meshes:
        matrix, local = lattice_blocks(flux, nx, 1.0)
        values.append(np.exp(-t*eigvalsh(matrix - np.diag(local))).sum()
                      - np.exp(-t*eigvalsh(matrix + np.diag(local))).sum())
    ratio = (meshes[1]/meshes[0])**2
    limit = (ratio*values[1] - values[0])/(ratio - 1)
    # second-order mesh error removed; the fourth-order error remains
    assert abs(limit - flux) < 0.03
    print(f"  N = {flux:2d}: {values[0]:.5f}  {values[1]:.5f}  {limit:.5f}")

print("success")
```

Printed output:

```
torus periods L1, L2 [length]: 3.0 2.0  flux number N: 3
mean field B0 [1/length^2]: 3.141593
smallest, largest B on grid [1/length^2]: -1.4642, 7.7474
flux integral / (2 pi): 3.00000000
Landau levels kept: 140  functions: 420
largest |eigenvalue| of the 3 zero modes [1/length^2]: 2.9e-13
next eigenvalues of H_plus [1/length^2]: 3.650737 6.361052 8.930942 10.251507
first eigenvalues of H_minus [1/length^2]: 3.650737 6.361052 8.930942 10.251507
t [length^2], Tr exp(-tH_plus), Tr exp(-tH_minus), supertrace:
  1.00  3.027870  0.027870  3.000000
  0.20  4.294099  1.294099  3.000000
  0.05  11.167054  8.167054  3.000000
  0.02  25.421654  22.421654  3.000000
t [length^2], 2t Tr(B exp(-t pi^2)), 2t Tr(B exp(-t pi_0^2)):
  1.00  0.656655  0.816087
  0.20  2.616348  2.811336
  0.05  2.968849  2.987698
  0.02  2.994798  2.998027
integral over s at t = 0.2 length^2: 3.000000
theta modes: worst residual of equation: 4.8e-11
theta modes: worst boundary mismatch: 1.4e-15
eigenvalues of their normalized overlap matrix: 0.911872 0.953926 1.134202
smallest weight in numerical null space: 1.0000000000
lattice, uniform field: lowest eigenvalues / B0: 0.9973 0.9973 0.9973 2.9864 2.9864 2.9864
lattice supertrace at t = 0.2 length^2 (mesh L1/24, L1/36, extrapolated):
  N =  3: 3.05033  3.02209  2.99950
  N =  0: 0.00000  0.00000  0.00000
  N = -2: -2.03020  -2.01325  -1.99969
success
```
